Why a Gamma-Only Supercell Matches a Gamma-Centred Primitive-Cell Mesh

Q: I have a perfect crystal. One person computes a supercell at Gamma alone; another computes the primitive cell on a k-point mesh. The first uses one k point and the second uses many. Why should their results have anything to do with each other?

A: Because "Gamma" refers to a different reciprocal lattice in each calculation. Let the primitive vectors be a₁, a₂, a₃ and define the reciprocal vectors by

aᵢ·bⱼ = 2π δᵢⱼ.

The supercell has Aᵢ = Nᵢaᵢ and contains N = N₁N₂N₃ primitive cells. Its reciprocal vectors are Bᵢ = bᵢ/Nᵢ, since

Aᵢ·Bⱼ = (Nᵢ/Nⱼ) aᵢ·bⱼ = 2π δᵢⱼ.

The supercell's reciprocal lattice is therefore finer. A supercell orbital at Gamma must repeat after Aᵢ, but it need not repeat after aᵢ. It may gain a phase from one primitive cell to the next, provided the phase returns to 1 after Nᵢ cells. Those phases are what k labels.

Q: Which k points are hidden in the supercell, and is any of them counted twice?

A: Write a general supercell reciprocal vector with integers Mᵢ:

g = Σᵢ MᵢBᵢ = Σᵢ (Mᵢ/Nᵢ)bᵢ.

Divide each Mᵢ by Nᵢ with remainder:

Mᵢ = Nᵢmᵢ + jᵢ, with jᵢ = 0, 1, …, Nᵢ−1.

Substitution gives

g = Σᵢ mᵢbᵢ + Σᵢ (jᵢ/Nᵢ)bᵢ = G + k.

Here G is a primitive reciprocal vector and k is a point of the Gamma-centred N₁×N₂×N₃ mesh. If two pairs (m,j) and (m′,j′) gave the same g, then Nᵢ(mᵢ−m′ᵢ) = j′ᵢ−jᵢ. The right side is smaller than Nᵢ in magnitude and the left side is a multiple of Nᵢ, so both vanish. Each g thus belongs to one k and one G, and all N mesh points occur.

Q: That concerns infinite lattices. A real calculation cuts off the plane waves. Does the match survive an unconverged cutoff?

A: Yes, if both calculations use the same kinetic-energy cutoff. In Hartree atomic units, the supercell keeps waves with |g|²/2 < E_cut. The primitive calculation at k keeps waves with |k+G|²/2 < E_cut. Since g = k+G, these are the same condition. The supercell basis is the union of the N primitive bases, however low the cutoff. If one instead kept a fixed list of G vectors at every k, the union would not be the supercell's sphere, and this step would fail.

Take a model metal: an fcc crystal with cubic edge 6 bohr and one electron per primitive cell. Each ion is a Gaussian charge of +1 with standard deviation 0.5 bohr. The cutoff is 3 hartree. On the 2×2×2 mesh, Gamma has 15 plane waves and each of the other seven points has 14:

15 + 7×14 = 113.

The eight-ion supercell at Gamma also has 113.

Q: The same basis does not give the same Hamiltonian. In the supercell all 113 waves sit in one matrix. What stops waves from different k points from mixing?

A: The translation symmetry of the potential. Let Ωₛ = NΩ be the supercell volume, with Ω the primitive volume. For a local potential,

V(g,g′) = (1/Ωₛ) ∫ exp[−i(g−g′)·r] V(r) d³r,

integrated over the supercell. Put r = r′+R, where R is a primitive lattice vector. The integrand has the supercell period, so the displaced integration region may be moved back. Using V(r′+R) = V(r′),

V(g,g′) = exp[−i(g−g′)·R] V(g,g′).

Either the phase is 1 for every R or the matrix element is zero. For R = aᵢ the phase angle is

(g−g′)·aᵢ = 2π(jᵢ−j′ᵢ)/Nᵢ + 2π × integer.

Since |jᵢ−j′ᵢ| < Nᵢ, all three phases equal 1 only when j = j′, that is, when k = k′. The kinetic energy is diagonal in plane waves and does not mix them either. The matrix therefore splits into N separate blocks.

Q: Is each block the primitive Hamiltonian H(k), or could it carry a factor of N?

A: For k = k′, g−g′ = G−G′ and the integrand repeats in every primitive cell. The supercell integral is N times the integral over one cell, while the prefactor is 1/(NΩ). The factors cancel:

V(g,g′) = (1/Ω) ∫_cell exp[−i(G−G′)·r] V(r) d³r.

This is the primitive matrix element. The kinetic term is |k+G|²/2 in both calculations, so the block is H(k).

A nonlocal pseudopotential also works if it commutes with the primitive translations. With T_Rψ(r) = ψ(r−R), one has T_R|g⟩ = exp(−ig·R)|g⟩, hence

⟨g|V|g′⟩ = ⟨g|T_R†VT_R|g′⟩ = exp[i(g−g′)·R]⟨g|V|g′⟩.

The opposite sign in the phase leads to the same selection rule. Inside a block, the integrand of the matrix element is again cell-periodic, so the same factors of N cancel.

Q: Then what does band folding mean for the energy levels?

A: The eigenvalues of a block-diagonal matrix are those of its blocks, with multiplicity. The supercell levels at Gamma are all the εₙ(k) from the mesh, placed in one list. No energy is shifted; the k label is no longer displayed.

The 2×2×2 fcc mesh contains one Gamma point, four L points and three X points. The self-consistent levels are:

Gamma, lowest: −0.2700 hartree, one state
L, lowest: 0.0845 hartree, four states
L, second: 0.2034 hartree, four states
X, lowest: 0.2234 hartree, three states

These are the twelve lowest supercell levels. The first eight are not the lowest band at the eight mesh points, because the second L level lies below the lowest X level. Sorting by energy interleaves the bands.

Q: Could I recover k from a supercell orbital?

A: For an orbital with coefficients c(k+G), define

w(k) = Σ_G |c(k+G)|², with Σₖ w(k) = 1.

If its energy occurs in only one block, its weight is 1 at that k and 0 elsewhere. The four lowest L states are degenerate, so a diagonalisation may return any orthonormal mixtures of them. One such orbital can have weight at several L points. This is a choice of basis within a degenerate level, not a coupling between k points.

Q: The supercell has N times as many electrons. Why should its Fermi level be the same?

A: Use spin-unpolarised Fermi–Dirac occupations,

f(ε) = 1/{exp[(ε−μ)/(k_BT)] + 1}.

With Nₑ electrons per primitive cell, the supercell condition is

2 Σₛ f(εₛ) = N Nₑ.

The supercell levels are the mesh levels, so dividing by N gives

(2/N) Σₙₖ f(εₙₖ) = Nₑ.

This is the primitive-cell condition with weight 1/N for each k. At positive temperature the left side increases with μ, so there is one solution, shared by both calculations.

In the example k_BT = 0.02 hartree and μ = 0.10546 hartree. A lowest L orbital holds

2/{exp[(0.08449−0.10546)/0.02] + 1} = 1.481 electrons.

The lowest levels at the eight points hold

2.0000 + 4×1.4810 + 3×0.0055 = 7.9405 electrons.

Each second L level holds 2/{exp[(0.20337−0.10546)/0.02] + 1} = 0.0149 electrons, so the four add 0.059. The total is 8.00 electrons in the supercell, or one per primitive cell.

Q: And the density? A supercell orbital is spread over N cells, and you have just allowed it to mix k points.

A: First take unmixed orbitals. Normalise ψₙₖ to 1 over a primitive cell. Its norm over the supercell is N, so the supercell orbital is φₙₖ = ψₙₖ/√N. Hence

n(r) = 2 Σₙₖ fₙₖ|φₙₖ(r)|² = (2/N) Σₙₖ fₙₖ|ψₙₖ(r)|².

The right side is the density from the primitive mesh.

Now mix degenerate orbitals with a unitary matrix, φ′ₐ = Σ_b U_ab φ_b. If they have equal occupations, their contribution is proportional to

Σₐ|φ′ₐ|² = Σ_bc (Σₐ U_ab U*_ac) φ_bφ*_c = Σ_b|φ_b|²,

because the bracket equals δ_bc. The mixing leaves the density unchanged.

Q: What if the degenerate orbitals are not equally occupied?

A: Then the equality can fail. Consider φ₊ = (φ₁+φ₂)/√2, made from k₁ and k₂. Its density is

|φ₊|² = ½|φ₁|² + ½|φ₂|² + Re(φ₁*φ₂).

On translation by R, the product φ₁*φ₂ gains the phase exp[i(k₂−k₁)·R]. Filling φ₊ but not the orthogonal combination φ₋ leaves this cross term in the density, which then generally lacks the primitive period.

The example shows where this matters. Hold its levels fixed and let the temperature go to zero. Eight electrons put two in the Gamma orbital and six in the four L orbitals, which could hold eight. Filling three L orbitals and leaving one empty depends on which mixtures were chosen. Equal filling gives each 6/4 = 1.5 electrons and preserves the symmetry. Smearing assigns equal occupations to equal energies automatically.

Q: So far the potential was given. In a Kohn–Sham calculation it depends on the density. Might the two self-consistency cycles part company?

A: Start both from the same density with the primitive period. A local or semilocal functional and the electrostatic potential preserve that period. The potentials then match, the blocks match, and so do the output densities. Every primitive self-consistent solution, repeated N times, is therefore a supercell solution. Conversely, every supercell solution with the primitive translations is a solution on the primitive mesh.

For exact agreement, the numerical grid must respect this argument. Translation by aᵢ must carry real-space grid points onto grid points, and the spacing must be the same in both cells. The example uses 9 points along each primitive vector and 18 along each doubled vector. With 17 points along a doubled vector, a primitive translation would move the grid by 8.5 spacings, and the sampled functional would no longer have the required symmetry. In this model the damage is small: the blocks become coupled at about 3×10⁻⁶ hartree, and the free energy per cell moves by about 10⁻¹⁰ hartree.

Q: You specified supercell solutions with the primitive translations. Are there others?

A: There can be. The supercell permits a charge density wave that repeats only after Aᵢ; the primitive cell forbids it. With spin included, the same holds for magnetic patterns larger than the primitive cell. If the supercell settles into such a state, its energy need not match the mesh. The equivalence concerns the translation-symmetric solution and does not establish that this solution is lowest in energy.

In the example, the supercell was deliberately started from a density wave one supercell long. It converged back to the symmetric solution. The largest remaining potential component connecting different k points was 6.5×10⁻¹² hartree. That wave has wavevector B₁, an L vector. It does not mix the four degenerate L orbitals with one another, since their k points differ by X vectors. The run shows recovery from that starting density in this model, not stability in every metal.

Q: Do all the energy terms scale correctly? Electrostatics is long-ranged, so I would not take that for granted.

A: Take them in turn. The kinetic energy is 2Σₙₖ fₙₖtₙₖ in the supercell, where tₙₖ is the kinetic expectation value of a normalised orbital. The primitive value is (2/N)Σₙₖ fₙₖtₙₖ, smaller by N. The entropy,

S = −2k_B Σₙₖ [f ln f + (1−f) ln(1−f)],

has the same ratio because the primitive calculation includes the weight 1/N. A local or semilocal exchange-correlation energy is the integral of a periodic function, so it too is N times larger in the supercell.

For electrostatics, let ρ(g) be a Fourier coefficient of the total charge density, ions plus electrons. Each cell is neutral, so ρ(0) = 0 and the g = 0 term is omitted:

E_es = (Ωₛ/2) Σ_{g≠0} (4π/g²)|ρ(g)|².

For a charge with the primitive period, ρ(g) vanishes unless g is a primitive reciprocal vector G. The surviving coefficients are the primitive ones, and the prefactor is NΩ/2. Thus E_es also grows by N, despite the long range of the interaction. For F = E − TS,

F_super = N F_primitive.

Q: Show me the numbers.

A: The model uses Hartree electrostatics and local exchange, without correlation or spin polarisation. Its energy includes the constant self-energy of each smeared ion, so it is not a binding energy. Per primitive cell, in hartree, the kinetic, electrostatic, exchange and −TS parts add to

0.332501 + 0.141341 − 0.206057 − 0.012613 = 0.255172.

This is 6.944 eV. The supercell gives 2.041377 hartree for eight cells, and 2.041377/8 = 0.255172 hartree. The largest difference between corresponding levels is 9.7×10⁻¹¹ hartree, and the Fermi levels differ by 1.8×10⁻¹¹ hartree. These are differences between two finitely converged self-consistent runs, not a physical splitting.

Q: A doubled cubic crystal is a friendly case. What about unequal repetitions?

A: Nothing in the derivation requires equal Nᵢ. A 3×2×1 supercell matches a 3×2×1 mesh. Its k points include thirds of b₁, whose Bloch phases are complex. The largest level difference there is 5.2×10⁻¹⁰ hartree, and the free energies per cell agree to rounding error.

The free energy is 0.120089 hartree per cell, far from the 0.255172 of the 2×2×2 case. Each supercell agrees with its own mesh, but the two meshes sample the bands differently. Equal totals are not enough either: a 4×2×1 mesh has eight points, like 2×2×2, yet gives 0.1294 hartree per cell. Matching requires the three numbers Nᵢ. This rule is for supercells with Aᵢ = Nᵢaᵢ. For any other supercell, the partner is the set of supercell reciprocal vectors that are distinct modulo the primitive ones. The four-ion fcc cube at Gamma, for instance, matches Gamma plus the three X points, which is not an N₁×N₂×N₃ mesh along the bᵢ.

Q: May I use symmetry to reduce the mesh?

A: Yes, if the symmetry operations map the chosen mesh onto itself and the weights count the points removed. In the 2×2×2 example, Gamma, L and X receive weights 1/8, 4/8 and 3/8. Giving each weight 1/3 would describe a different sampling. The density from the retained points must also be symmetrised, because one L point alone does not supply the densities of the other three.

Q: What if my mesh avoids Gamma?

A: Then its partner is not the supercell's Gamma point. Let the supercell calculation use a point K. Its plane waves have wavevectors

K + g = (K + k) + G,

so it matches the primitive mesh shifted by K. For a half-step shift of the 2×2×2 mesh, K = ½(B₁+B₂+B₃), and the coordinates along each bᵢ are 1/4 and 3/4. Since 3/4 is equivalent to −1/4, this mesh straddles Gamma without containing it. In the fcc lattice only 12 of the 48 cubic operations map it onto itself. Symmetrising with the full group would therefore sample 32 points and would no longer be the exact partner of the supercell at K.

The shifted mesh and the supercell at K agree, with a largest level difference of 1.7×10⁻¹¹ hartree. Their free energy differs from the Gamma-centred result by −0.0409 hartree per cell. Comparing this shifted mesh with a Gamma-only supercell would mistake that sampling difference for an effect of the cell.

Q: What if the supercell itself has a mesh?

A: Suppose it has a Gamma-centred P₁×P₂×P₃ mesh, K = Σᵢ(pᵢ/Pᵢ)Bᵢ with pᵢ = 0, …, Pᵢ−1. Then

K + k = Σᵢ [pᵢ/(PᵢNᵢ) + jᵢ/Nᵢ]bᵢ = Σᵢ [(pᵢ+Pᵢjᵢ)/(PᵢNᵢ)]bᵢ.

As pᵢ and jᵢ run through their ranges, pᵢ+Pᵢjᵢ takes each integer from 0 to PᵢNᵢ−1 once, again by division with remainder. The primitive partner is the mesh with PᵢNᵢ points along each axis. A 2×2×2 supercell with a 3×3×3 mesh matches a primitive 6×6×6 mesh. Gamma-only sampling is the case Pᵢ = 1.

Q: If the supercell agrees with its mesh to ten decimal places, surely it is converged?

A: No. Agreement between two equivalent calculations says nothing about their shared sampling error. For this metal, the free energies per primitive cell are:

1×1×1: −0.0275 hartree
2×2×2: 0.2552 hartree
3×3×3: 0.1815 hartree
4×4×4: 0.2003 hartree
6×6×6: 0.1949 hartree

The sequence is not monotonic. Relative to the 6×6×6 result, the 2×2×2 result is too high by

0.255172 − 0.194928 = 0.060244 hartree per cell,

or about 1.64 eV. The Gamma-only eight-ion supercell has the same difference per cell. The 6×6×6 mesh is a denser reference, not a demonstrated limit. Enlarging a Gamma-only supercell makes its hidden mesh denser. The sampling error vanishes as all three Nᵢ grow, but it need not shrink at every step, so a larger cell is not automatically a better one.

Q: I use supercells for defects. Does the equivalence still hold there?

A: Not for the defective crystal. Move one ion from R₀ to R₀+d. For a vector q that connects different mesh points, the phases exp(−iq·R) of the perfect ion lattice sum to zero. After the move, the sum is

exp(−iq·R₀)[exp(−iq·d) − 1] ≈ −i(q·d) exp(−iq·R₀)

for small q·d. The displaced ion therefore supplies a potential that joins blocks with different k, and the electrons respond to it. With one ion moved by 0.3 bohr, the largest such component of the self-consistent potential is 0.0038 hartree. The orbitals can no longer all be assigned to single primitive k points.

The perfect-crystal result still matters for the reference energy. Suppose a defect calculation uses the eight-ion supercell at Gamma. The perfect supercell with the same sampling has energy 8F_primitive on the 2×2×2 mesh. Taking F_primitive from the 6×6×6 mesh instead would change the reference by

8 × 0.060244 = 0.482 hartree,

about 13.1 eV in this coarsely sampled metal. That change comes from unequal sampling, not from the defect. Using the matching mesh removes the mismatch, but it does not show that the defect energy is converged. That requires denser sampling of both crystals and, for an isolated defect, larger supercells.

Q: What should I check first when a perfect supercell and its supposed partner disagree?

A: Check the conditions used above: that the k points are the ones folded by this supercell (the three mesh divisions and any shift when Aᵢ = Nᵢaᵢ), the k-point weights and symmetrisation, the kinetic cutoff, the real-space grids, and the functional, pseudopotentials and smearing. Check also that both runs keep every level with appreciable occupation: because the bands interleave, the lowest N·n supercell levels need not be the lowest n at each k. Then see whether the supercell density still has the primitive period. If it does not, the two calculations describe different electronic states. If all the conditions hold and both cycles approach the same solution, the remaining difference should shrink, down to rounding error, as their convergence thresholds are tightened.

Computed values

```
cubic edge 6.0 bohr; ion charge 1 e; width 0.5 bohr
cutoff 3.0 hartree; kT 0.02 hartree
grid points per primitive vector: 9
2x2x2 mesh: k in units of b1,b2,b3; two lowest levels (hartree);
            electrons in lowest level (both spins, before 1/N weight)
  Gamma (0.0,0.0,0.0)  -0.270020  1.239876  2.0000
  L     (0.0,0.0,0.5)  0.084492  0.203373  1.4810
  L     (0.0,0.5,0.0)  0.084492  0.203373  1.4810
  X     (0.0,0.5,0.5)  0.223405  0.323800  0.0055
  L     (0.5,0.0,0.0)  0.084492  0.203373  1.4810
  X     (0.5,0.0,0.5)  0.223405  0.323800  0.0055
  X     (0.5,0.5,0.0)  0.223405  0.323800  0.0055
  L     (0.5,0.5,0.5)  0.084492  0.203373  1.4810
supercell Gamma: twelve lowest levels (hartree)
  -0.270020  0.084492  0.084492  0.084492
  0.084492  0.203373  0.203373  0.203373
  0.203373  0.223405  0.223405  0.223405
plane waves at each mesh point: [15, 14, 14, 14, 14, 14, 14, 14]
plane waves: mesh sum 113, supercell 113
Fermi level: mesh 0.10546418, supercell 0.10546418 hartree
free energy of whole supercell: 2.04137700 hartree
free energy per primitive cell, supercell: 0.25517212 hartree
free energy per primitive cell, mesh: 0.25517212 hartree = 6.94359 eV
  kinetic part per primitive cell: 0.332501 hartree
  electrostatic part per primitive cell: 0.141341 hartree
  exchange part per primitive cell: -0.206057 hartree
  -TS part per primitive cell: -0.012613 hartree
iterations: mesh 27, supercell 29
2x2x2: largest level difference 9.7e-11 hartree
  Fermi 1.8e-11 hartree; density 6.9e-12 bohr^-3
  free energy per cell 1.7e-16; k-k' coupling 6.5e-12 hartree
3x2x1: largest level difference 5.2e-10 hartree
  Fermi 6.4e-12 hartree; density 5.1e-11 bohr^-3
  free energy per cell 2.5e-16; k-k' coupling 5.1e-10 hartree
2x2x2 shifted: largest level difference 1.7e-11 hartree
  Fermi 7.0e-12 hartree; density 3.3e-12 bohr^-3
  free energy per cell 1.4e-16; k-k' coupling 3.5e-12 hartree
3x2x1 free energy per primitive cell: 0.12008901 hartree
half-step shifted minus Gamma-centred 2x2x2: -0.040948 hartree/cell
ion moved 0.3 bohr: k-k' coupling 0.003823 hartree
primitive Gamma-centred meshes: free energy (hartree/cell)
  1x1x1: -0.027489
  2x2x2: 0.255172
  3x3x3: 0.181525
  4x4x4: 0.200290
  6x6x6: 0.194928
```
